# Why an Insulator's Response Density Matrix Delocalizes Near the Gap: a numerical check

```python
# RESULT UNDER TEST
# Independent electrons on a chain with on-site energies +D, -D, +D, ... and
# hopping t, lower band filled, gap = 2 D.  The first-order density matrix P1
# at frequency w < gap, defined by  w P1 = [H, P1] + [V, P0],  decays with the
# rate kappa per site,  sinh(kappa) = sqrt(gap^2 - w^2) / (4 t),
# which vanishes as the square root of (gap - w).
# Symbols: D = half gap (eV), t = hopping (eV), a = site spacing (angstrom),
# G(z) = 1/(z - H), P0 = ground-state density matrix of one spin.
# Even sites have energy +D ("high"), odd sites have energy -D ("low").
import numpy as np
from scipy import constants as const

D, t, a = 1.0, 1.0, 2.0
gap = 2 * D


def decay(z):
    """Complex decay constant per site of the resolvent at energy z."""
    return np.arcsinh(np.sqrt(D**2 - np.asarray(z, complex)**2) / (2 * t))


def chain(n_sites, ring):
    h = np.diag(D * (-1.0) ** np.arange(n_sites))
    i = np.arange(n_sites - 1)
    h[i, i + 1] = h[i + 1, i] = t
    if ring:
        h[0, -1] = h[-1, 0] = t
    return h


def ground(h):
    e, c = np.linalg.eigh(h)
    return c[:, e < 0] @ c[:, e < 0].T


def response(h, v, w):
    """Sum over occupied-empty pairs of a finite chain."""
    e, c = np.linalg.eigh(h)
    co, cu = c[:, e < 0], c[:, e > 0]
    de = e[e > 0][:, None] - e[e < 0][None, :]
    vuo = cu.T @ v @ co
    return cu @ (vuo / (w - de)) @ co.T + co @ (vuo / (-w - de)).T @ cu.T


def green(d, z):
    """Closed-form G between site d and site 0 of the infinite chain."""
    k = decay(z)
    d = abs(d)
    if d % 2 == 0:
        return -(z + D) * (-1)**(d // 2) * np.exp(-k * d) / (
            2 * t**2 * np.sinh(2 * k))
    return -(-1)**((d - 1) // 2) * np.exp(-k * d) / (2 * t * np.cosh(k))


# --- finite ring, perturbation on site 0 --------------------------------
w = 1.9
kap = decay(w / 2).real
N = 400
H = chain(N, True)
V = np.zeros((N, N))
V[0, 0] = 1.0
P0 = ground(H)
P1 = response(H, V, w)
residual = w * P1 - (H @ P1 - P1 @ H) - (V @ P0 - P0 @ V)
assert np.abs(residual).max() < 1e-10
lam = 1e-3
static = (ground(H + lam * V) - ground(H - lam * V)) / (2 * lam)
assert np.abs(static - response(H, V, 0.0)).max() < 1e-5

# closed-form resolvent against matrix inversion
for z in (0.95, -0.95, 0.3 + 0.4j, -0.95 + 0.2j):
    inverse = np.linalg.inv(z * np.eye(N) - H)
    for d in range(-40, 41):
        assert abs(inverse[d, 0] - green(d, z)) < 1e-9

# contour of shifted resolvents against the sum over states
step = 0.02
u = np.arange(-38, 38 + step / 2, step)
y = 0.05 * np.sinh(u)
weight = 0.05 * np.cosh(u) * step / (2 * np.pi)


def contour(m, n):
    return np.sum(weight * green(m, w / 2 + 1j * y)
                  * green(n, -w / 2 + 1j * y))


contour_error = max(abs(contour(m, n) - P1[m, n])
                    for m in (-7, 0, 1, 6, 20) for n in (-12, 0, 3, 8, 21))
assert contour_error < 1e-9

# slowest decay along the contour sits at y = 0
y_test = np.linspace(0, 5, 2001)
z_test = w / 2 + 1j * y_test
s = (D**2 - z_test**2) / (4 * t**2)
re_k = decay(z_test).real
assert np.all(np.diff(re_k) > 0)
assert np.allclose(np.cosh(2 * re_k), abs(s) + abs(1 + s), rtol=1e-10)


# exponential bound with its constant
def envelope(z):
    k = decay(z)
    return np.maximum((abs(z) + D) / abs(2 * t**2 * np.sinh(2 * k)),
                      1 / abs(2 * t * np.cosh(k)))


C = np.sum(weight * envelope(w / 2 + 1j * y) * envelope(-w / 2 + 1j * y))
sites = np.arange(-60, 61)
block = abs(P1[np.ix_(sites, sites)])
bound = C * np.exp(-kap * (abs(sites)[:, None] + abs(sites)[None, :]))
assert np.all(block <= bound + 1e-12)


# density tail from the saddle point; its error must fall as 1/m
def density_tail(m):
    s2, c2 = np.sinh(2 * kap), np.cosh(2 * kap)
    curv = 1 / (2 * t**2 * s2) + (w / 2)**2 * c2 / (2 * t**4 * s2**3)
    return np.exp(-2 * kap * m) / (8 * np.pi * t**2 * np.cosh(kap)**2) \
        * np.sqrt(np.pi / (curv * m))


ratio = {m: contour(m, m).real / density_tail(m) for m in (400, 401, 800, 801)}
for m in (400, 401):
    far = ratio[800 if m == 400 else 801]
    assert abs(far - 1) < 0.02
    assert abs(2 * far - ratio[m] - 1) < 2e-3

# --- uniform field, V = v * (site number), per unit v --------------------
NK = 2**14
kgrid = 2 * np.pi * np.arange(NK) / NK
E = np.sqrt(D**2 + 4 * t**2 * np.cos(kgrid)**2)


def field_elements(freq):
    """P1(m, n) versus m-n: high-low, low-high and high-high site pairs."""
    common = -1j * t * D * np.sin(kgrid) / (4 * E**2 - freq**2)
    hl = common * (freq * D / E**3 + 2 / E)
    lh = common * (freq * D / E**3 - 2 / E)
    hh = -common * freq * 2 * t * np.cos(kgrid) / E**3
    return np.fft.ifft(hl), np.fft.ifft(lh), np.fft.ifft(hh)


M = 600
mid = M // 2
P1_field = response(chain(M, False), np.diag(np.arange(M) - float(mid)), w)
hl, lh, hh = field_elements(w)
field_error = 0.0
for R in range(1, 62):
    if R % 2:
        pairs = ((P1_field[mid, mid - R], hl[R]),
                 (P1_field[mid + 1, mid + 1 - R], lh[R]))
    else:
        pairs = ((P1_field[mid, mid - R], hh[R]),)
    field_error = max([field_error] + [abs(p - q) for p, q in pairs])
assert field_error < 1e-8

R = 61
amp_hl = D * (1 + gap / w) / (4 * t * w * np.sinh(kap))
amp_lh = D * (gap / w - 1) / (4 * t * w * np.sinh(kap))
sign = (-1)**((R - 1) // 2)
assert abs(hl[R] / (sign * amp_hl * np.exp(-kap * R)) - 1) < 1e-5
assert abs(lh[R] / (sign * amp_lh * np.exp(-kap * R)) - 1) < 1e-5


def measured_rate(elements, R=81):
    return 0.5 * np.log(abs(elements[R] / elements[R + 2]))


# zero frequency: ground state and static response share one rate; the known
# algebraic factor R^power of the branch point is divided out
kap0 = decay(0.0).real
P0_elements = np.fft.ifft(-t * np.cos(kgrid) / E)
rates0 = []
for elements, power in ((P0_elements, -0.5), (field_elements(0.0)[0], 0.5)):
    R0 = 41
    rates0.append(measured_rate(elements, R0)
                  + 0.5 * power * np.log((R0 + 2) / R0))
    assert abs(rates0[-1] - kap0) < 2e-3

# approach to the gap
table = []
for freq in (1.6, 1.9, 1.99, 1.999):
    el = field_elements(freq)[0]
    rate = measured_rate(el)
    formula = np.arcsinh(np.sqrt(gap**2 - freq**2) / (4 * t))
    assert abs(rate - formula) < 5e-5
    size = abs(el[:NK // 2])
    cutoff = np.max(np.nonzero(size > 1e-4 * size.max())[0])
    table.append((freq, rate, formula, cutoff))
assert abs(table[2][1] / table[3][1] / np.sqrt(10) - 1) < 0.01


# band-edge mass from the curvature of the band
def band(k):
    return np.sqrt(D**2 + 4 * t**2 * np.cos(k)**2)


h = 1e-3
curvature = (band(np.pi/2 + h) + band(np.pi/2 - h) - 2*band(np.pi/2)) / h**2
mass_law = np.sqrt((gap - 1.999) / curvature)
root_law = np.sqrt(gap * (gap - 1.999) / 8) / t
assert abs(mass_law / table[3][1] - 1) < 2e-3
assert abs(root_law / table[3][1] - 1) < 2e-3
hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e20
mass_ratio = hbar2_over_m / (curvature * a**2)

# broadening keeps the range finite at resonance
eta = 0.01
rate_eta = measured_rate(field_elements(gap + 1j * eta)[0])
formula_eta = decay((gap + 1j * eta) / 2).real
law_eta = np.sqrt(gap * eta / 16) / t
assert abs(rate_eta - formula_eta) < 5e-5
assert abs(law_eta / formula_eta - 1) < 0.02

# --- output ---------------------------------------------------------------
bohr = const.physical_constants['Bohr radius'][0] * 1e10
print(f"hopping t = {t:.1f} eV, half gap D = {D:.1f} eV, gap = {gap:.1f} eV")
print(f"site spacing a = {a:.1f} angstrom")
print(f"w=0: kappa0 = {kap0:.4f} per site, range = {a/kap0:.2f} angstrom")
print(f"w=0 measured rate, ground state P0: {rates0[0]:.4f} per site")
print(f"w=0 measured rate, static field P1: {rates0[1]:.4f} per site")
print("Uniform field: measured rate, formula rate, range 1/kappa, cutoff")
print("(cutoff: last high-low element above 1e-4 of the largest)")
for freq, rate, formula, cutoff in table:
    print(f"w={freq:.3f} eV: {rate:.5f}, {formula:.5f} per site, "
          f"{a/formula:.2f} A, {cutoff*a:.0f} A")
print(f"range at w=1.999 eV = {a/table[3][2]/bohr:.1f} bohr")
print(f"rate ratio w=1.99 to w=1.999: {table[2][1]/table[3][1]:.4f}")
print(f"square-root law at w=1.999 eV: {root_law:.5f} per site")
print(f"band-edge mass = {mass_ratio:.3f} electron masses")
print(f"mass law at w=1.999 eV: {mass_law:.5f} per site")
print(f"Local perturbation and tails at w = {w:.1f} eV:")
print(f"sinh(kappa) = {np.sinh(kap):.5f}, kappa = {kap:.5f} per site")
print(f"largest contour minus state-sum error = {contour_error:.1e} 1/eV")
print(f"bound constant C = {C:.3f} 1/eV")
for m in (0, 10, 20, 40):
    print(f"P1({m},{m}) = {P1[m, m]:.4e} 1/eV, "
          f"bound {C*np.exp(-2*kap*m):.4e} 1/eV")
for m in (400, 800):
    print(f"density, exact/saddle at m={m}: {ratio[m]:.5f}")
print(f"field tail amplitude, high-low = {amp_hl:.4f} 1/eV")
print(f"field tail amplitude, low-high = {amp_lh:.4f} 1/eV")
print(f"field element high-low at R=61: {hl[61].real:.4e} 1/eV")
print(f"its tail formula: {sign*amp_hl*np.exp(-kap*61):.4e} 1/eV")
print(f"largest Bloch minus open-chain error = {field_error:.1e} 1/eV")
print(f"At resonance w = gap with broadening eta = {eta:.2f} eV:")
print(f"measured {rate_eta:.5f}, formula {formula_eta:.5f} per site")
print(f"small-eta law {law_eta:.5f} per site")
print(f"range = {a/formula_eta:.1f} angstrom")
print("finished without a failed check")
```

Output:

```
hopping t = 1.0 eV, half gap D = 1.0 eV, gap = 2.0 eV
site spacing a = 2.0 angstrom
w=0: kappa0 = 0.4812 per site, range = 4.16 angstrom
w=0 measured rate, ground state P0: 0.4816 per site
w=0 measured rate, static field P1: 0.4816 per site
Uniform field: measured rate, formula rate, range 1/kappa, cutoff
(cutoff: last high-low element above 1e-4 of the largest)
w=1.600 eV: 0.29567, 0.29567 per site, 6.76 A, 66 A
w=1.900 eV: 0.15550, 0.15550 per site, 12.86 A, 122 A
w=1.990 eV: 0.04992, 0.04992 per site, 40.07 A, 370 A
w=1.999 eV: 0.01581, 0.01581 per site, 126.51 A, 1166 A
range at w=1.999 eV = 239.1 bohr
rate ratio w=1.99 to w=1.999: 3.1575
square-root law at w=1.999 eV: 0.01581 per site
band-edge mass = 0.476 electron masses
mass law at w=1.999 eV: 0.01581 per site
Local perturbation and tails at w = 1.9 eV:
sinh(kappa) = 0.15612, kappa = 0.15550 per site
largest contour minus state-sum error = 2.2e-14 1/eV
bound constant C = 0.825 1/eV
P1(0,0) = -1.3514e-01 1/eV, bound 8.2488e-01 1/eV
P1(10,10) = 2.1084e-04 1/eV, bound 3.6792e-02 1/eV
P1(20,20) = 7.1356e-06 1/eV, bound 1.6411e-03 1/eV
P1(40,40) = 1.0327e-08 1/eV, bound 3.2648e-06 1/eV
density, exact/saddle at m=400: 0.99772
density, exact/saddle at m=800: 0.99886
field tail amplitude, high-low = 1.7299 1/eV
field tail amplitude, low-high = 0.0444 1/eV
field element high-low at R=61: 1.3140e-04 1/eV
its tail formula: 1.3140e-04 1/eV
largest Bloch minus open-chain error = 8.0e-15 1/eV
At resonance w = gap with broadening eta = 0.01 eV:
measured 0.03541, formula 0.03541 per site
small-eta law 0.03536 per site
range = 56.5 angstrom
finished without a failed check
```
